# Molecular X-Ray Scattering Factors from Hermite Gaussians, Checked on Water: test program

```python
"""Molecular X-ray scattering factors from Gaussian orbitals.

Result under test, for two primitive Gaussians of exponents a, b at A, B:
  integral g_a g_b exp(i q.r) d3r = (pi/p)^(3/2) exp(-q^2/4p + i q.P)
                                   * prod_k sum_t E_t (i q_k)^t
p = a+b, P = (aA+bB)/p, E_t = Hermite expansion coefficients in direction k.
The scattering factor is F(q) = sum_mn D_mn T_mn(q), with D the density
matrix and T_mn the transform of an orbital product. Atomic units are used.
"""
import numpy as np
from numpy.polynomial.legendre import leggauss
from numpy.polynomial.polynomial import polyval
from scipy import constants
from scipy.linalg import eigh
from scipy.special import eval_hermite
from pyscf import gto, scf, dft
from pyscf.gto.mole import gto_norm


def hermite_coefficients(i, j, a, b, A, B):
    """E_t, t = 0..i+j, for (x-A)^i (x-B)^j exp(-a(x-A)^2 - b(x-B)^2)."""
    p = a + b
    P = (a * A + b * B) / p
    row = [np.exp(-a * b / p * (A - B)**2)]
    for shift in [P - A] * i + [P - B] * j:
        pad = [0.0] + row + [0.0, 0.0]
        row = [pad[t] / (2 * p) + shift * pad[t + 1] + (t + 1) * pad[t + 2]
               for t in range(len(row) + 1)]
    return np.array(row)


def primitive_list(mol):
    """Orbital index, atom, centre, powers, exponent, coefficient."""
    result, orbital = [], 0
    for shell in range(mol.nbas):
        l = mol.bas_angular(shell)
        atom = mol.bas_atom(shell)
        exponents = mol.bas_exp(shell)
        coeff = mol.bas_ctr_coeff(shell) * gto_norm(l, exponents)[:, None]
        # s and p functions carry the norm of their spherical harmonic
        angular = {0: np.sqrt(1 / (4 * np.pi)),
                   1: np.sqrt(3 / (4 * np.pi))}.get(l, 1.0)
        for c in range(coeff.shape[1]):
            for lx in range(l, -1, -1):
                for ly in range(l - lx, -1, -1):
                    for e, w in zip(exponents, coeff[:, c]):
                        result.append((orbital, atom, mol.atom_coord(atom),
                                       (lx, ly, l - lx - ly), e, angular * w))
                    orbital += 1
    return result


def pair_transforms(mol, q):
    """Yield the analytic transform of each distinct primitive pair."""
    prims = primitive_list(mol)
    q2 = np.sum(q**2, axis=1)
    for m, (mu, atom_a, A, pow_a, a, ca) in enumerate(prims):
        for n in range(m + 1):
            nu, atom_b, B, pow_b, b, cb = prims[n]
            p = a + b
            P = (a * A + b * B) / p
            value = ca * cb * (np.pi / p)**1.5 * np.exp(-q2 / (4 * p)
                                                        + 1j * (q @ P))
            for k in range(3):
                E = hermite_coefficients(pow_a[k], pow_b[k], a, b, A[k], B[k])
                value = value * polyval(1j * q[:, k], E)
            yield mu, nu, atom_a == atom_b, m != n, value


def transform_matrices(mol, q):
    T = np.zeros((len(q), mol.nao, mol.nao), complex)
    for mu, nu, _, distinct, value in pair_transforms(mol, q):
        T[:, mu, nu] += value
        if distinct:
            T[:, nu, mu] += value
    return T


def scattering_parts(mol, D, q):
    """One-centre and two-centre parts of F for an array of q vectors."""
    parts = np.zeros((2, len(q)), complex)
    for mu, nu, same, distinct, value in pair_transforms(mol, q):
        parts[0 if same else 1] += D[mu, nu] * (2 if distinct else 1) * value
    return parts


def scattering(mol, D, q):
    return scattering_parts(mol, D, q).sum(axis=0)


def unit_vectors(cosines, phi):
    c, f = np.meshgrid(cosines, phi, indexing="ij")
    s = np.sqrt(1 - c**2)
    return np.stack([s * np.cos(f), s * np.sin(f), c], axis=-1).reshape(-1, 3)


# ---- one-dimensional pair: expansion and transform against definitions ----
a, b, A, B, i, j, q1 = 1.2, 0.7, 0.0, 1.5, 2, 1, 1.3
p, P = a + b, (a * A + b * B) / (a + b)
E = hermite_coefficients(i, j, a, b, A, B)
x = np.linspace(-12, 14, 5201)
dx = x[1] - x[0]
product = (x - A)**i * (x - B)**j * np.exp(-a * (x - A)**2 - b * (x - B)**2)
hermites = [p**(t / 2) * eval_hermite(t, np.sqrt(p) * (x - P))
            * np.exp(-p * (x - P)**2) for t in range(i + j + 1)]
assert np.allclose(product, sum(e * h for e, h in zip(E, hermites)),
                   atol=1e-12)
gauss_ft = np.sqrt(np.pi / p) * np.exp(-q1**2 / (4 * p) + 1j * q1 * P)
for t, h in enumerate(hermites):
    assert abs(np.sum(h * np.exp(1j * q1 * x)) * dx
               - (1j * q1)**t * gauss_ft) < 1e-10
ft_formula = gauss_ft * polyval(1j * q1, E)
ft_numeric = np.sum(product * np.exp(1j * q1 * x)) * dx
assert abs(ft_formula - ft_numeric) < 1e-10
print("1D pair: powers", i, j, " a, b =", a, b, "bohr^-2")
print(f"A, B = {A}, {B} bohr; q = {q1} bohr^-1")
print(f"p = {p:.4f} bohr^-2, P = {P:.6f} bohr")
for t, e in enumerate(E):
    print(f"E_{t} = {e:.8f} bohr^{i + j + t}")
print(f"transform, formula    = {ft_formula:.8f} bohr^4")
print(f"transform, quadrature = {ft_numeric:.8f} bohr^4")

# ---- water, oxygen at the origin, twofold axis z, molecular plane yz ----
bohr = constants.value("Bohr radius") * 1e10
r_angstrom, angle = 0.96, 104.5
r_oh = r_angstrom / bohr
half = np.radians(angle / 2)
H1 = r_oh * np.array([0, np.sin(half), np.cos(half)])
H2 = H1 * np.array([1, -1, 1])
basis = "6-31g**"
mol = gto.M(atom=[("O", (0, 0, 0)), ("H", tuple(H1)), ("H", tuple(H2))],
            unit="Bohr", basis=basis, cart=True, verbose=0)
mf = scf.RHF(mol)
mf.conv_tol = 1e-11
mf.kernel()
assert mf.converged
D = np.asarray(mf.make_rdm1())
print(f"water: R_OH = {r_angstrom} angstrom = {r_oh:.6f} bohr,"
      f" angle = {angle} deg")
print(f"RHF/{basis}, Cartesian d: {mol.nao} orbitals,"
      f" {len(primitive_list(mol))} primitives")
print(f"RHF energy = {mf.e_tot:.6f} hartree")

# ---- every orbital pair against three-dimensional quadrature ----
q_test = np.array([[0.7, -1.1, 1.9], [2.0, 3.0, -4.0]])
T = transform_matrices(mol, q_test)
grid = dft.gen_grid.Grids(mol)
grid.level = 5
grid.prune = None
grid.build()
orbitals = mol.eval_gto("GTOval_cart", grid.coords)
pair_error = 0.0
for k, q in enumerate(q_test):
    factor = grid.weights * np.exp(1j * (grid.coords @ q))
    T_grid = orbitals.T @ (orbitals * factor[:, None])
    pair_error = max(pair_error, np.max(abs(T[k] - T_grid)))
    F_formula, F_grid = np.sum(D * T[k]), np.sum(D * T_grid)
    # tolerance set by the finite atom-centred integration grid
    assert abs(F_formula - F_grid) < 1e-4
    print(f"q = {q} bohr^-1")
    print(f"  F formula {F_formula:.6f}, quadrature {F_grid:.6f} e")
assert pair_error < 1e-4
print(f"largest orbital-pair deviation = {pair_error:.1e}")
assert np.allclose(transform_matrices(mol, -q_test), T.conj(), atol=1e-11)

# ---- small-q limit against separately computed integrals ----
overlap = transform_matrices(mol, np.zeros((1, 3)))[0]
assert np.allclose(overlap, mol.intor("int1e_ovlp"), atol=1e-9)
h = 1e-3
F0, Fp, Fm = scattering(mol, D, np.array([[0, 0, 0], [0, 0, h], [0, 0, -h]]))
mean_z = ((Fp - Fm) / (2j * h)).real
mean_zz = (-(Fp + Fm - 2 * F0) / h**2).real
assert abs(F0 - mol.nelectron) < 1e-8
assert abs(mean_z - np.sum(D * mol.intor("int1e_r")[2])) < 1e-4
assert abs(mean_zz - np.sum(D * mol.intor("int1e_rr")[8])) < 1e-3
dipole = H1[2] + H2[2] - mean_z
debye = (constants.e * constants.value("Bohr radius")
         / (1e-21 / constants.c))
print(f"F(0) = {F0.real:.6f} e")
print(f"electronic <z> = {mean_z:.5f} e bohr, <z^2> = {mean_zz:.4f} e bohr^2")
print(f"dipole = {dipole:.5f} e bohr = {dipole * debye:.4f} debye")

# ---- Coulomb energy from |F|^2; its mirror symmetry permits one octant ----
signs = np.array([[1, 1, 1], [-1, 1, 1], [1, -1, 1], [1, 1, -1]])
mirror = abs(scattering(mol, D, signs * np.array([0.8, 1.3, 2.1])))**2
assert np.ptp(mirror) < 1e-6
cosines, cos_weights = leggauss(24)
keep = cosines > 0
octant = unit_vectors(cosines[keep], (np.arange(12) + 0.5) * np.pi / 24)
octant_weights = np.repeat(cos_weights[keep], 12) / 12


def mean_intensity(magnitudes):
    vectors = (magnitudes[:, None, None] * octant).reshape(-1, 3)
    F = scattering(mol, D, vectors).reshape(len(magnitudes), -1)
    return abs(F)**2 @ octant_weights


u, wu = leggauss(80)
q_radial = 3 * (1 + u) / (1 - u)
E_fourier = np.sum(wu * 6 / (1 - u)**2 * mean_intensity(q_radial)) / np.pi
E_direct = 0.5 * np.sum(D * mf.get_j(mol, D))
assert abs(E_fourier - E_direct) < 1e-4
print(f"Coulomb energy from F         = {E_fourier:.6f} hartree")
print(f"Coulomb energy from integrals = {E_direct:.6f} hartree")

# ---- free atoms in the same basis, and the Debye formula ----
oxygen = gto.M(atom="O 0 0 0", basis=basis, spin=2, cart=True, verbose=0)
mf_o = scf.UHF(oxygen)
mf_o.kernel()
assert mf_o.converged
D_o = np.asarray(mf_o.make_rdm1()).sum(axis=0)
hydrogen = gto.M(atom="H 0 0 0", basis=basis, spin=1, cart=True, verbose=0)
_, vectors_h = eigh(hydrogen.intor("int1e_kin") + hydrogen.intor("int1e_nuc"),
                    hydrogen.intor("int1e_ovlp"))
D_h = np.outer(vectors_h[:, 0], vectors_h[:, 0])

q_list = np.array([0.5, 1.0, 2.0, 3.0, 4.0, 6.0])
c6, w6 = leggauss(6)
sphere = unit_vectors(c6, np.arange(12) * np.pi / 6)
sphere_weights = np.repeat(w6, 12) / 24
f_o = (scattering(oxygen, D_o, (q_list[:, None, None] * sphere)
                  .reshape(-1, 3)).reshape(len(q_list), -1)
       @ sphere_weights).real
axis = q_list[:, None] * np.array([0.0, 0.0, 1.0])
f_h = scattering(hydrogen, D_h, axis).real
F_atoms = f_o + f_h * (np.exp(1j * axis @ H1) + np.exp(1j * axis @ H2))
r_hh = np.linalg.norm(H1 - H2)
I_atoms = (f_o**2 + 2 * f_h**2 + 4 * f_o * f_h * np.sinc(q_list * r_oh / np.pi)
           + 2 * f_h**2 * np.sinc(q_list * r_hh / np.pi))
for k, qk in enumerate(q_list):
    amp = f_o[k] + f_h[k] * (np.exp(1j * qk * octant @ H1)
                             + np.exp(1j * qk * octant @ H2))
    assert abs(abs(amp)**2 @ octant_weights - I_atoms[k]) < 1e-8

parts = scattering_parts(mol, D, axis)
F_axis = parts.sum(axis=0)
I_mol = mean_intensity(q_list)
print("F along the twofold axis, e; q in bohr^-1, s=sin(theta)/lambda in 1/A")
print("   q       s     molecule            free atoms")
for k, qk in enumerate(q_list):
    print(f"{qk:5.1f} {qk / (4 * np.pi * bohr):7.4f}"
          f"  {F_axis[k]:.4f}  {F_atoms[k]:.4f}")
print("parts of F along the same axis, e: q, one-centre, two-centre")
zero_parts = scattering_parts(mol, D, np.zeros((1, 3)))
print(f"  0.0  {zero_parts[0, 0].real:.4f}  {zero_parts[1, 0].real:.4f}")
for k, qk in enumerate(q_list):
    print(f"{qk:5.1f}  {parts[0, k]:.4f}  {parts[1, k]:.4f}")
print("orientation average of |F|^2, e^2: q, molecule, free atoms")
for k, qk in enumerate(q_list):
    print(f"{qk:5.1f}  {I_mol[k]:.4f}  {I_atoms[k]:.4f}")

# ---- missing nuclear cusp: hydrogen basis against the exact form factor ----
q_h = np.array([2.0, 40.0])
basis_h = scattering(hydrogen, D_h, q_h[:, None] * np.array([0, 0, 1.0])).real
exact_h = 1 / (1 + q_h**2 / 4)**2
assert abs(basis_h[0] - exact_h[0]) < 0.02
assert abs(basis_h[1]) < 0.1 * exact_h[1]
for k in range(2):
    print(f"H atom, q = {q_h[k]:.0f} bohr^-1: basis {basis_h[k]:.3e},"
          f" exact {exact_h[k]:.3e} e")

print("every check passed")
```

Output:

```
1D pair: powers 2 1  a, b = 1.2 0.7 bohr^-2
A, B = 0.0, 1.5 bohr; q = 1.3 bohr^-1
p = 1.9000 bohr^-2, P = 0.552632 bohr
E_0 = -0.09163294 bohr^3
E_1 = 0.00465039 bohr^4
E_2 = 0.00404382 bohr^5
E_3 = 0.00673970 bohr^6
transform, formula    = -0.07038009-0.07351304j bohr^4
transform, quadrature = -0.07038009-0.07351304j bohr^4
water: R_OH = 0.96 angstrom = 1.814137 bohr, angle = 104.5 deg
RHF/6-31g**, Cartesian d: 25 orbitals, 42 primitives
RHF energy = -76.022985 hartree
q = [ 0.7 -1.1  1.9] bohr^-1
  F formula 3.534679-0.010082j, quadrature 3.534679-0.010082j e
q = [ 2.  3. -4.] bohr^-1
  F formula 1.586276+0.010622j, quadrature 1.586276+0.010622j e
largest orbital-pair deviation = 2.6e-07
F(0) = 10.000000 e
electronic <z> = 1.36084 e bohr, <z^2> = 6.5085 e bohr^2
dipole = 0.86045 e bohr = 2.1871 debye
Coulomb energy from F         = 46.816386 hartree
Coulomb energy from integrals = 46.816386 hartree
F along the twofold axis, e; q in bohr^-1, s=sin(theta)/lambda in 1/A
   q       s     molecule            free atoms
  0.5  0.0752  9.2331+0.6095j  9.0765+0.9379j
  1.0  0.1504  7.4015+0.8832j  7.0520+1.1532j
  2.0  0.3008  3.8810+0.4955j  3.7797+0.3966j
  3.0  0.4511  2.3246-0.0203j  2.4268-0.0367j
  4.0  0.6015  1.8374-0.1539j  1.9047-0.0823j
  6.0  0.9023  1.4898-0.0089j  1.4797+0.0083j
parts of F along the same axis, e: q, one-centre, two-centre
  0.0  8.8201  1.1799
  0.5  8.2161+0.0475j  1.0170+0.5619j
  1.0  6.7656+0.0191j  0.6359+0.8640j
  2.0  3.8923-0.1711j  -0.0112+0.6666j
  3.0  2.4731-0.2758j  -0.1485+0.2555j
  4.0  1.9188-0.2131j  -0.0814+0.0592j
  6.0  1.4922-0.0201j  -0.0024+0.0112j
orientation average of |F|^2, e^2: q, molecule, free atoms
  0.5  85.7628  83.2750
  1.0  56.2369  51.8267
  2.0  16.9582  16.2473
  3.0  6.4654  6.7317
  4.0  3.6729  3.7558
  6.0  2.1220  2.1227
H atom, q = 2 bohr^-1: basis 2.492e-01, exact 2.500e-01 e
H atom, q = 40 bohr^-1: basis 4.744e-09, exact 6.219e-06 e
every check passed
```
